# Equivalent stress times at two temperatures for fixed Arrhenius barriers: verification in Python

```python
"""Equivalent stress times for thermally activated defects with fixed barriers.

Result under test: t2 = t0*(t1/t0)**(T1/T2), from equal front energies
E* = k*T*ln(t/t0). Each defect has time constant t0*exp(E/(k*T)).
t1, T1: hot stress time and temperature; t2, T2: cold equivalents.
t0: common prefactor; E: barrier in eV; k: Boltzmann constant in eV/K.
The rule is compared with equal damage of a full barrier distribution.
Reduced log time means ln(t/t0). Device parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

k = const.k / const.e
t0 = 1e-13
T1, T2 = 520.0, 400.0
t1 = 1000.0
mean_barrier, sigma = 2.0, 0.25
defects_cm2 = 1e12
oxide_nm = 2.2
field_MV_cm = 6.0
breakdown_MV_cm = 12.0
gamma = np.euler_gamma
year = const.Julian_year

barriers = np.linspace(0.0, 4.0, 8001)
gaussian = np.exp(-0.5 * ((barriers - mean_barrier) / sigma) ** 2)
gaussian /= sigma * np.sqrt(2 * np.pi)


def rule(time, hot, cold, prefactor=t0):
    return prefactor * (time / prefactor) ** (hot / cold)


def damage(log_time, T, energy=barriers, density=gaussian,
           log_rate=0.0, shift=0.0, depth=None):
    """Converted fraction; depth = energy gain of the product, in eV.

    With depth given, the reverse reaction obeys detailed balance.
    """
    final = 1.0 if depth is None else 1 / (1 + np.exp(-depth / (k * T)))
    power = log_time + log_rate - (energy + shift) / (k * T) - np.log(final)
    converted = -final * np.expm1(-np.exp(np.minimum(power, 50.0)))
    return trapezoid(density * converted, energy)


def match(log_hot, hot, cold, energy=barriers, density=gaussian,
          hot_options=None, cold_options=None):
    """Reduced log time at the cold temperature that gives equal damage."""
    target = damage(log_hot, hot, energy, density, **(hot_options or {}))
    guess = log_hot * hot / cold

    def mismatch(value):
        return damage(value, cold, energy, density,
                      **(cold_options or {})) - target
    return brentq(mismatch, guess - 6, guess + 6)


L1 = np.log(t1 / t0)
front = k * T1 * L1
t2 = rule(t1, T1, T2)
ratio = T1 / T2

# Locate the front from the decay law, then find the matching cold time.
def single_fraction(time, barrier, T):
    return -np.expm1(-time / (t0 * np.exp(barrier / (k * T))))


level = 1 - np.exp(-1)
found_front = brentq(lambda E: single_fraction(t1, E, T1) - level, 1.0, 2.5)
found_log = brentq(
    lambda s: single_fraction(np.exp(s), found_front, T2) - level, 0.0, 40.0)
assert abs(found_front - front) < 1e-9
assert abs(found_log - np.log(t2)) < 1e-7
profile = single_fraction(t1, barriers, T1)
steepest = barriers[np.argmax(-np.gradient(profile, barriers))]
assert abs(steepest - front) < 2 * (barriers[1] - barriers[0])

# A single barrier away from the front does not follow the rule.
offset = 0.10
other = front + offset
other_level = single_fraction(t1, other, T1)
other_log = brentq(
    lambda s: single_fraction(np.exp(s), other, T2) - other_level, 0.0, 40.0)
single_error = np.exp(other_log) / t2
predicted_error = np.exp(offset * (1 / (k * T2) - 1 / (k * T1)))
assert abs(single_error / predicted_error - 1) < 1e-6
assert single_error > 1.5

# Mean and variance of the front variable from its density.
x = np.linspace(-40, 6, 200001)
weight = np.exp(x - np.exp(x))
x_mean = trapezoid(x * weight, x)
x_var = trapezoid((x - x_mean) ** 2 * weight, x)
assert abs(x_mean + gamma) < 1e-6
assert abs(x_var - np.pi ** 2 / 6) < 1e-6

# Flat barrier density: the Euler-constant correction should be complete.
flat_E = np.linspace(0.6, 2.9, 8001)
flat_g = np.full_like(flat_E, 1 / 2.3)
flat_log = match(L1, T1, T2, flat_E, flat_g)
flat_factor = np.exp(flat_log - ratio * L1)
assert abs(np.log(flat_factor) - gamma * (ratio - 1)) < 1e-6

# Gaussian density: add the slope correction.
L2 = match(L1, T1, T2)
t2_full = t0 * np.exp(L2)
full_factor = t2_full / t2
mean_front = front + gamma * k * T1
relative_slope = (mean_barrier - mean_front) / sigma ** 2
energy_gap = np.pi**2 / 12 * k**2 * (T1**2 - T2**2) * relative_slope
expected = gamma * (ratio - 1) + energy_gap / (k * T2)
# The omitted third and fourth moments are of order 0.01 in ln(t2).
assert abs(np.log(full_factor) - expected) < 0.02

# At tenfold lower temperatures and fixed front energy, only gamma remains.
cold_log = match(10 * L1, T1 / 10, T2 / 10)
low_T_log_factor = cold_log - 10 * ratio * L1
low_T_error = abs(low_T_log_factor - gamma * (ratio - 1))
assert low_T_error < 0.015
assert low_T_error < abs(np.log(full_factor) - gamma * (ratio - 1)) / 5

# Time slope and apparent activation energy from equal total damage.
step = 0.1
time_slope = (match(L1 + step, T1, T2) - match(L1 - step, T1, T2)) / (2*step)
assert abs(time_slope - ratio) < 0.03  # finite slope of the density
dT = 1.0
apparent = (match(L1, T1, T2 - dT) - match(L1, T1, T2 + dT))
apparent /= 1 / (k * (T2 - dT)) - 1 / (k * (T2 + dT))
assert abs(apparent - mean_front) < 0.02  # second-order thermal width

# Equal-damage comparison over five decades of hot stress time.
table = []
for hot_time in (1.0, 1e3, 1e5):
    exact = t0 * np.exp(match(np.log(hot_time / t0), T1, T2))
    simple = rule(hot_time, T1, T2)
    assert abs(np.log(exact / simple)) < 0.5
    table.append((hot_time, simple, exact))

# Threshold shifts for the example.
cap_F_cm2 = 3.9 * const.epsilon_0 / (oxide_nm * 1e-9) * 1e-4
full_shift_mV = 1e3 * const.e * defects_cm2 / cap_F_cm2
hot_damage = damage(L1, T1)
rule_damage = damage(ratio * L1, T2)

# Sizes of neglected effects, relative to the full-distribution cold time.
def changed(hot=T1, hot_options=None, cold_options=None):
    value = match(L1, hot, T2, hot_options=hot_options,
                  cold_options=cold_options)
    return np.exp(value - L2)


short_prefactor = rule(t1, T1, T2, t0 / 10) / t2
long_prefactor = rule(t1, T1, T2, t0 * 10) / t2
assert abs(np.log10(long_prefactor) - (1 - ratio)) < 1e-9
thermal_prefactor = changed(cold_options={"log_rate": np.log(T2 / T1)})
heater_error = 5.0
heater_factor = changed(hot=T1 + heater_error)
depth = 0.10
reverse_factor = changed(hot_options={"depth": depth},
                         cold_options={"depth": depth})
drift_mV_K, arm_nm = 1.0, 0.15
voltage_change = drift_mV_K * 1e-3 * (T1 - T2)
field_change = voltage_change / oxide_nm * 10
barrier_change = voltage_change / oxide_nm * arm_nm
field_factor = changed(cold_options={"shift": barrier_change})

# Quantum hydrogen: sum over well levels and integrate barrier transmission.
well_eV, top_eV = 0.25, 0.10
def quantum_rate_factor(T):
    kT = k * T
    levels = np.arange(400)
    quantum_sum = np.exp(-(levels + 0.5) * well_eV / kT).sum()
    well = (kT / well_eV) / quantum_sum
    energy = np.linspace(-1.5, 2.0, 70001)
    transmission = 1 / (1 + np.exp(-2 * np.pi * energy / top_eV))
    tunnel = trapezoid(transmission * np.exp(-energy / kT), energy) / kT
    u, v = well_eV / (2 * kT), top_eV / (2 * kT)
    assert abs(well / (np.sinh(u) / u) - 1) < 1e-9
    assert abs(tunnel / (v / np.sin(v)) - 1) < 1e-5
    return well * tunnel


quantum_hot, quantum_cold = quantum_rate_factor(T1), quantum_rate_factor(T2)
quantum_factor = changed(hot_options={"log_rate": np.log(quantum_hot)},
                         cold_options={"log_rate": np.log(quantum_cold)})

print(f"Prefactor t0: {t0:.1e} s")
print(f"Hot and cold temperatures: {T1:.0f}, {T2:.0f} K")
print(f"Temperature ratio T1/T2: {ratio:.4f}")
print(f"Hot stress time: {t1:.0f} s")
print(f"ln(t1/t0): {L1:.4f}")
print(f"kT hot, cold: {k*T1:.5f}, {k*T2:.5f} eV")
print(f"Front energy: {front:.4f} eV")
print(f"ln(t2/t0) from rule: {ratio*L1:.4f}")
print(f"Cold time from rule: {t2:.3e} s = {t2/year:.2f} years")
print(f"Acceleration t2/t1: {t2/t1:.3e}")
print(f"Barrier mean, width: {mean_barrier:.2f}, {sigma:.2f} eV")
print(f"Front standard width hot, cold: {np.sqrt(x_var)*k*T1:.4f}, "
      f"{np.sqrt(x_var)*k*T2:.4f} eV")
print(f"Front variable mean, variance: {x_mean:.5f}, {x_var:.5f}")
print(f"Single barrier {offset:.2f} eV above front, time/rule: "
      f"{single_error:.3f}")
print(f"Flat density, equal-damage time/rule: {flat_factor:.4f}")
print(f"Gaussian, equal-damage time: {t2_full:.3e} s "
      f"= {t2_full/year:.2f} years")
print(f"Gaussian, equal-damage time/rule: {full_factor:.4f}")
print(f"Gaussian, predicted time/rule: {np.exp(expected):.4f}")
print(f"Tenfold lower T, time/rule: {np.exp(low_T_log_factor):.4f}")
print(f"Equal-damage slope dln(t2)/dln(t1): {time_slope:.4f}")
print(f"Apparent activation energy near T2: {apparent:.4f} eV")
print(f"Front energy plus gamma*k*T1: {mean_front:.4f} eV")
for hot_time, simple, exact in table:
    print(f"Hot {hot_time:.0e} s: rule {simple:.3e} s, "
          f"equal damage {exact:.3e} s")
print(f"Defect density: {defects_cm2:.1e} cm^-2")
print(f"Oxide thickness: {oxide_nm:.1f} nm")
print(f"Threshold shift if all convert: {full_shift_mV:.1f} mV")
print(f"Converted fraction, hot stress: {hot_damage:.4f}")
print(f"Threshold shift, hot stress: {full_shift_mV*hot_damage:.2f} mV")
print(f"Threshold shift, cold rule time: {full_shift_mV*rule_damage:.2f} mV")
print(f"t0 ten times shorter, rule time factor: {short_prefactor:.3f}")
print(f"t0 ten times longer, rule time factor: {long_prefactor:.3f}")
print(f"Rate prefactor proportional to T, time factor: "
      f"{thermal_prefactor:.3f}")
print(f"Hot temperature higher by {heater_error:.0f} K, time factor: "
      f"{heater_factor:.3f}")
print(f"Reverse reaction, product depth {depth:.2f} eV, time factor: "
      f"{reverse_factor:.3f}")
print(f"Threshold drift: {drift_mV_K:.1f} mV/K; dipole arm: {arm_nm:.2f} nm")
print(f"Oxide-field change: {field_change:.3f} MV/cm")
print(f"Barrier change from field: {barrier_change:.5f} eV")
print(f"Field change, time factor: {field_factor:.3f}")
print(f"Hydrogen well, barrier quanta: {well_eV:.2f}, {top_eV:.2f} eV")
print(f"Quantum rate factors hot, cold: {quantum_hot:.3f}, "
      f"{quantum_cold:.3f}")
print(f"Quantum hydrogen, time factor: {quantum_factor:.3f}")
print(f"Oxide field, rough breakdown field: {field_MV_cm:.1f}, "
      f"{breakdown_MV_cm:.1f} MV/cm")
print(f"Field/breakdown field: {field_MV_cm/breakdown_MV_cm:.2f}")
print("verified")
```

Running it gives:

```
Prefactor t0: 1.0e-13 s
Hot and cold temperatures: 520, 400 K
Temperature ratio T1/T2: 1.3000
Hot stress time: 1000 s
ln(t1/t0): 36.8414
kT hot, cold: 0.04481, 0.03447 eV
Front energy: 1.6509 eV
ln(t2/t0) from rule: 47.8938
Cold time from rule: 6.310e+07 s = 2.00 years
Acceleration t2/t1: 6.310e+04
Barrier mean, width: 2.00, 0.25 eV
Front standard width hot, cold: 0.0575, 0.0442 eV
Front variable mean, variance: -0.57722, 1.64493
Single barrier 0.10 eV above front, time/rule: 1.953
Flat density, equal-damage time/rule: 1.1891
Gaussian, equal-damage time: 8.283e+07 s = 2.62 years
Gaussian, equal-damage time/rule: 1.3127
Gaussian, predicted time/rule: 1.3157
Tenfold lower T, time/rule: 1.2021
Equal-damage slope dln(t2)/dln(t1): 1.2829
Apparent activation energy near T2: 1.6901 eV
Front energy plus gamma*k*T1: 1.6767 eV
Hot 1e+00 s: rule 7.943e+03 s, equal damage 1.199e+04 s
Hot 1e+03 s: rule 6.310e+07 s, equal damage 8.283e+07 s
Hot 1e+05 s: rule 2.512e+10 s, equal damage 3.069e+10 s
Defect density: 1.0e+12 cm^-2
Oxide thickness: 2.2 nm
Threshold shift if all convert: 102.1 mV
Converted fraction, hot stress: 0.1039
Threshold shift, hot stress: 10.61 mV
Threshold shift, cold rule time: 9.95 mV
t0 ten times shorter, rule time factor: 1.995
t0 ten times longer, rule time factor: 0.501
Rate prefactor proportional to T, time factor: 1.300
Hot temperature higher by 5 K, time factor: 1.593
Reverse reaction, product depth 0.10 eV, time factor: 0.879
Threshold drift: 1.0 mV/K; dipole arm: 0.15 nm
Oxide-field change: 0.545 MV/cm
Barrier change from field: 0.00818 eV
Field change, time factor: 1.268
Hydrogen well, barrier quanta: 0.25, 0.10 eV
Quantum rate factors hot, cold: 3.610, 7.565
Quantum hydrogen, time factor: 0.686
Oxide field, rough breakdown field: 6.0, 12.0 MV/cm
Field/breakdown field: 0.50
verified
```
